# Velocity reflection for unequal masses in reverse nonequilibrium molecular dynamics

## The problem

Heat conduction in a chip material can be simulated by imposing a heat flux and measuring the temperature gradient that results. In reverse nonequilibrium molecular dynamics, a periodic cell contains a cold slab and a hot slab half a cell length apart. At regular intervals a fast atom \(i\) in the cold slab and a slow atom \(j\) in the hot slab are given new velocities, so that energy moves from cold to hot. It flows back through the material by ordinary conduction.

Let the masses be \(m_i,m_j\) and the velocities before the event \(\mathbf v_i,\mathbf v_j\). A prime marks values just after it. Two rules are proposed:

- **Plain exchange:** \(\mathbf v_i'=\mathbf v_j,\quad \mathbf v_j'=\mathbf v_i\).
- **Reflection:** \(\mathbf v_i'=2\mathbf V-\mathbf v_i,\quad \mathbf v_j'=2\mathbf V-\mathbf v_j\), where \(\mathbf V\) is the pair's centre-of-mass velocity.

The atoms are classical points. The event is instantaneous, positions stay fixed, the potential energy depends on positions alone, and there are no rigid bonds.

(a) Show that reflection conserves the pair's momentum and kinetic energy for any masses. Is it the only rule that does so?

(b) Find the errors made by plain exchange, and all cases in which they vanish.

(c) Find the energy that reflection gives to the hot slab, and the resulting mean heat flux.

(d) Evaluate both rules for a silicon atom with velocity \((900,200,-100)\) m/s in the cold slab and a germanium atom with velocity \((100,-50,50)\) m/s in the hot slab.

The problem is purely mechanical, so the formulas are the same in Gaussian and SI units.

## Hints

1. Replace the two velocities by \(\mathbf V\) and the relative velocity \(\mathbf u=\mathbf v_i-\mathbf v_j\). What does reflection do to each?
2. For plain exchange, subtract the old momentum and energy from the new ones and factor out the mass difference.
3. For the transferred energy, follow atom \(j\) alone. The pair's total cannot reveal it.
4. In a periodic cell, heat can leave the hot slab through two faces.

## Full solution

### (a) Reflection

Define

\[
M=m_i+m_j,\qquad \mu=\frac{m_im_j}{M},\qquad
\mathbf V=\frac{m_i\mathbf v_i+m_j\mathbf v_j}{M}.
\]

To express the velocities through \(\mathbf V\) and \(\mathbf u\), insert \(\mathbf v_j=\mathbf v_i-\mathbf u\) into the definition of \(\mathbf V\). This gives \(M\mathbf V=M\mathbf v_i-m_j\mathbf u\), hence

\[
\mathbf v_i=\mathbf V+\frac{m_j}{M}\mathbf u,\qquad
\mathbf v_j=\mathbf v_i-\mathbf u=\mathbf V-\frac{m_i}{M}\mathbf u .
\]

The second form uses \(m_j/M-1=-m_i/M\). The pair's momentum is \(\mathbf P=M\mathbf V\) by definition. Its kinetic energy is

\[
\begin{aligned}
K&=\frac{m_i}{2}\left|\mathbf V+\frac{m_j}{M}\mathbf u\right|^2
+\frac{m_j}{2}\left|\mathbf V-\frac{m_i}{M}\mathbf u\right|^2\\
&=\frac M2V^2+\left(\frac{m_im_j}{M}-\frac{m_jm_i}{M}\right)\mathbf V\cdot\mathbf u
+\frac{m_im_j^2+m_jm_i^2}{2M^2}u^2 .
\end{aligned}
\]

The middle bracket vanishes. In the last term \(m_im_j^2+m_jm_i^2=m_im_jM\), so

\[
K=\frac M2V^2+\frac{\mu}{2}u^2 .
\]

Now apply the reflection. The new momentum is

\[
m_i\mathbf v_i'+m_j\mathbf v_j'
=2M\mathbf V-(m_i\mathbf v_i+m_j\mathbf v_j)
=2M\mathbf V-M\mathbf V=M\mathbf V ,
\]

so \(\mathbf V'=\mathbf V\). The new relative velocity is

\[
\mathbf u'=(2\mathbf V-\mathbf v_i)-(2\mathbf V-\mathbf v_j)=-\mathbf u .
\]

Since \(K\) contains \(\mathbf u\) only through \(u^2\), it is unchanged. No relation between the masses was used. The potential energy is also unchanged because no atom has moved. The event therefore conserves the total energy and momentum of the whole cell.

**Is the rule unique?** Momentum conservation fixes \(\mathbf V'=\mathbf V\), and energy conservation then requires \(|\mathbf u'|=|\mathbf u|\). In one dimension this leaves \(u'=u\), where nothing happens, and \(u'=-u\), the reflection. In three dimensions \(\mathbf u\) may be turned in any direction. Reflection is then one choice among many, with the advantage that it needs no extra direction to be specified. In one dimension it gives the velocities after an elastic head-on collision, although here the atoms are far apart.

That separation matters for angular momentum. The momentum given to atom \(i\) is

\[
\Delta\mathbf p_i=m_i(\mathbf v_i'-\mathbf v_i)
=2m_i(\mathbf V-\mathbf v_i)=-2\mu\mathbf u ,
\]

and atom \(j\) receives the opposite. With positions \(\mathbf r_i,\mathbf r_j\), the angular momentum changes by \(-2\mu(\mathbf r_i-\mathbf r_j)\times\mathbf u\), which is generally not zero. For conduction in a periodic cell this is harmless, since periodic boundaries already break rotational symmetry. For an isolated rotating cluster it would matter.

Rigid bonds would also spoil the rule as it stands. Changing the velocity of one atom in a rigid molecule generally gives it a component along the bond that the constraint forbids, and the correction that removes this component changes the energy balance.

### (b) Plain exchange

The momentum error is

\[
\Delta\mathbf P=m_i\mathbf v_j+m_j\mathbf v_i-m_i\mathbf v_i-m_j\mathbf v_j
=(m_i-m_j)(\mathbf v_j-\mathbf v_i).
\]

The kinetic-energy error follows in the same way, with squared speeds:

\[
\Delta K=\frac12\left(m_iv_j^2+m_jv_i^2-m_iv_i^2-m_jv_j^2\right)
=\frac12(m_i-m_j)(v_j^2-v_i^2).
\]

Each product vanishes when one of its factors does. Momentum is conserved if and only if the masses are equal or the velocity vectors are equal. Kinetic energy is conserved if and only if the masses are equal or the speeds are equal. Two unequal masses with equal speeds but different directions thus keep their energy and still violate momentum conservation.

The claim that plain exchange fails for unequal masses is therefore true in general, with these exceptions. They are of no use for pumping heat by exchange: if the speeds are equal, \(\tfrac12m_jv_j^2\) does not change at all.

For equal masses \(2\mathbf V=\mathbf v_i+\mathbf v_j\), so reflection gives \(\mathbf v_i'=\mathbf v_j\) and \(\mathbf v_j'=\mathbf v_i\). The two rules then coincide.

### (c) Transferred energy and heat flux

Under reflection, atom \(j\) goes from \(\mathbf V-(m_i/M)\mathbf u\) to \(\mathbf V+(m_i/M)\mathbf u\). In the difference of the squares, \(V^2\) and \(u^2\) cancel and the two cross terms add:

\[
\Delta E_j=\frac{m_j}{2}\left(v_j'^2-v_j^2\right)
=\frac{m_j}{2}\,\frac{4m_i}{M}\,\mathbf V\cdot\mathbf u
=2\mu\,\mathbf V\cdot\mathbf u .
\]

Atom \(i\) loses the same amount. Positive \(\Delta E_j\) means that energy has gone from the cold slab to the hot slab.

This quantity depends on the frame of reference. Adding a common velocity \(\mathbf c\) to both atoms leaves \(\mathbf u\) alone but changes \(\Delta E_j\) by \(2\mu\,\mathbf c\cdot\mathbf u\). To represent heat, the transfer must be evaluated with the cell as a whole at rest. Momentum conservation keeps it at rest once it has been started that way.

A useful limit is a hot-slab atom that is nearly at rest. For \(\mathbf v_j=0\) we have \(\mathbf V=(m_i/M)\mathbf v_i\) and \(\mathbf u=\mathbf v_i\), so

\[
\Delta E_j=\frac{2\mu m_i}{M}v_i^2
=\frac{4m_im_j}{M^2}\,\frac{m_iv_i^2}{2}.
\]

Equal masses transfer all of atom \(i\)'s kinetic energy. A very large mass ratio transfers little of it, in either order of the masses, because the prefactor tends to zero.

For the flux, let \(A\) be the cross-section of the cell and \(t\) a long time in the steady state. The mean energy of the hot slab is then constant, so the pumped energy must leave through its two faces. The two paths to the cold slab are equivalent, and each carries half on average:

\[
J=\frac{1}{2At}\sum_{\text{events}}\Delta E_j .
\]

The energy balance was tested on a ring of 64 atoms moving in one dimension, with alternating masses in the ratio of Si to Ge. In reduced units the bond energy was \(r^2/2+r^4/4\), with \(r\) the bond extension. The two slabs had 8 atoms each. In 200 reflections, 28.8 energy units were pumped according to \(2\mu\mathbf V\cdot\mathbf u\). The work done by the hot slab through its two outer bonds was 97.3% of this. The remainder was stored in the slab, and the balance closed to within 1% of the pumped energy. At the end of the run the ring's total energy differed from its initial value by \(3\times10^{-5}\) of that value; in the course of such a run the time stepping lets it wander by about \(10^{-4}\). The motion is chaotic, so these figures belong to one trajectory. Other random starts, or merely different rounding, give pumped energies from about 25 to 46 units and outflows from 92% to 101%. The balance concerns the sum over the two faces. In runs this short the share through one face ranges from about 30% to 74%, and the factor \(1/2\) emerges only as an average.

Over the second half of that run, \(kT\) averaged 0.34 in the hot slab and 0.09 in the cold one. Heat was thus pumped in the intended direction, but the difference is far too large for linear response. The ring checks the bookkeeping and says nothing about the conductivity of an alloy.

### (d) A silicon–germanium pair

With \(m_{\rm Si}=28.09\) u and \(m_{\rm Ge}=72.63\) u, the total mass is 100.72 u and \(\mu=20.256\) u. The \(x\) component of the centre-of-mass velocity is

\[
V_x=\frac{28.09\times900+72.63\times100}{100.72}\ \text{m/s}=323.1\ \text{m/s}.
\]

The other components follow similarly:

\[
\mathbf V=(323.1,\,19.7,\,8.2)\ \text{m/s},\qquad
\mathbf u=(800,\,250,\,-150)\ \text{m/s}.
\]

Reflection gives \(v'_{{\rm Si},x}=2\times323.1-900=-253.8\) m/s and \(v'_{{\rm Ge},x}=2\times323.1-100=546.2\) m/s. In full,

\[
\begin{aligned}
\mathbf v'_{\rm Si}&=(-253.8,\,-160.6,\,116.3)\ \text{m/s},\\
\mathbf v'_{\rm Ge}&=(546.2,\,89.4,\,-33.7)\ \text{m/s}.
\end{aligned}
\]

The Si kinetic energy falls from 0.1252 to 0.0151 eV, while that of Ge rises from 0.0057 to 0.1157 eV. The sum stays at 0.1308 eV. The transfer is

\[
\Delta E_{\rm Ge}=0.11574-0.00565=0.1101\ \text{eV}=1.764\times10^{-20}\ \text{J}.
\]

The formula agrees: \(\mathbf V\cdot\mathbf u\approx2.622\times10^5\) m²/s², and multiplication by \(2\mu=40.51\) u gives \(1.062\times10^7\) u m²/s², which is 0.110 eV.

For plain exchange the mass difference is \(28.09-72.63=-44.54\) u. Therefore

\[
\begin{aligned}
\Delta\mathbf P&=-44.54\,(-800,-250,150)\ \text{u m/s}\\
&=(35632,\,11135,\,-6681)\ \text{u m/s},\\
\Delta K&=\tfrac12(-44.54)(15000-860000)\ \text{u m}^2/\text{s}^2
=0.195\ \text{eV}.
\end{aligned}
\]

The spurious energy is about 1.5 times the pair's original kinetic energy. The heavy atom has taken over the high speed of the light one, and the energy needed for this has come from nowhere.

**The cell as a whole.** Take a cell of \(5\times5\times40\) nm³ with one such reflection every 0.5 ps. Then

\[
J=\frac{1.764\times10^{-20}\ \text{J}}
{2(5\times10^{-9}\ \text{m})^2(0.5\times10^{-12}\ \text{s})}
=7.1\times10^8\ \text{W/m}^2 .
\]

For an assumed conductivity of 2 W/(m K), the gradient is 0.35 K/nm. Over the 20 nm between the slabs the drop is about 7 K, small compared with 300 K.

**Comparison with real material.** The masses are those of the real elements. The conductivity is a rough value for a small alloy cell; bulk silicon–germanium alloys conduct several times better, and at fixed flux the temperature drop scales inversely with the conductivity. The flux is far from typical: a chip's average is roughly \(10^6\) W/m², several hundred times less. Such a large flux is used to raise the gradient above thermal noise.

Dividing the flux by a bulk conductivity to get the gradient assumes that heat diffuses between the slabs. Phonons with long free paths break this assumption. A rough phonon mean free path of 200 nm is 10 times the slab distance. If scattering at the slabs is taken to add a rate corresponding to a 20 nm path, the effective path of such a phonon is \(1/(1/200+1/20)\approx18\) nm. Its contribution to the conductivity falls to about 9% of the bulk value. The total reduction depends on how much heat the long-path phonons carry, which this estimate does not supply.

Classical motion is a second limitation. For a rough optical frequency of 15 THz, the vibrational quantum is \(2.4\,kT\) at 300 K, and a quantum mode has only 63% of the classical heat capacity. This concerns that mode's heat capacity and is not a correction factor for the whole conductivity.

The finite time step matters much less. For a single 15 THz oscillator stepped by the velocity Verlet method at 1 fs, the energy ripples by 0.22% of its value.

Finally, one event transfers \(4.3\,kT\), so the velocities inside the slabs are disturbed from their thermal distribution. The gradient should be read from the material between the slabs.

## Variation 1: Which pairs pump heat the right way?

**Question.** Is it enough that atom \(i\) is faster than atom \(j\), or that it has more kinetic energy?

**Solution.** For unequal masses more kinetic energy is not enough. A larger speed is enough if atom \(i\) is the heavier one, but not if it is the lighter one. The sign of the transfer is that of

\[
M\mathbf V\cdot\mathbf u
=m_iv_i^2-m_jv_j^2+(m_j-m_i)\,\mathbf v_i\cdot\mathbf v_j .
\]

The last term depends on the angle between the velocities. Its smallest value is reached for opposite velocities if \(m_j>m_i\), and for parallel ones if \(m_j<m_i\). In these worst cases the expression factors as

\[
\begin{aligned}
m_j>m_i:&\quad (m_iv_i-m_jv_j)(v_i+v_j),\\
m_j<m_i:&\quad (m_iv_i+m_jv_j)(v_i-v_j),
\end{aligned}
\]

where \(v_i,v_j\) now denote speeds. The transfer is therefore positive at every angle if atom \(i\) has both the larger speed and the larger magnitude of momentum. If this condition fails, the transfer may still be positive, and the sign of \(\mathbf V\cdot\mathbf u\) decides.

A collinear example shows the danger. Let Si move at \(+400\) m/s in the cold slab and Ge at \(-200\) m/s in the hot slab. Silicon is faster and has more kinetic energy, 0.0233 against 0.0151 eV. Its momentum, however, is smaller in magnitude: \(28.09\times400=11236\) u m/s against \(72.63\times200=14526\) u m/s. Reflection gives \(-465.3\) m/s for Si and \(+134.7\) m/s for Ge. The hot slab *loses* 0.0082 eV.

Momentum and energy are still conserved, so a check of those two totals would not reveal the wrong direction. A simulation should evaluate \(\mathbf V\cdot\mathbf u\) for each chosen pair and skip the event if it is not positive. In the 200 attempts on the ring this condition was applied. In that trajectory no event had to be skipped, but other trajectories of the same ring typically need a few skips in 200 attempts.

## Variation 2: Do the errors of plain exchange average out?

**Question.** Single errors \(\Delta K\) can have either sign. Do they cancel over many events?

**Solution.** The selection of atoms works against it. Suppose first that the atoms are selected by speed. The chosen pair has \(v_i>v_j\), so write

\[
\Delta K=\frac12(m_j-m_i)(v_i^2-v_j^2),
\]

whose second bracket is positive. Energy is created when the fast atom is the lighter one and destroyed when it is the heavier one. At a common temperature each velocity component has variance \(kT/m\). Light atoms are therefore over-represented among the fast atoms of the cold slab, and heavy atoms among the slow atoms of the hot slab, if both species are equally abundant. The favoured combination is light \(i\) with heavy \(j\), which creates energy. If the atoms are selected by kinetic energy instead, neither species is favoured, yet a smaller positive bias remains. Let \(m_l\) and \(m_h\) be the light and the heavy mass, let atom \(i\) have kinetic energy \(E\), and let atom \(j\) be nearly at rest. Light \(i\) with heavy \(j\) creates \((m_h/m_l-1)E\), heavy \(i\) with light \(j\) destroys \((1-m_l/m_h)E\), and the difference \(E\,(m_h-m_l)^2/(m_hm_l)\) is positive.

The same ring, started from the same state with the same interval between events, shows the effect. After 40 plain exchanges its energy had risen by 2.81 units, or 25% of the initial value. The sum of \(\Delta K\) over the events gives the same 2.81. The total momentum, initially zero, had become 2.02 units. These sizes depend on the start: other random starts give energy rises between about 16% and 50%, and a momentum of either sign.

For the alloy cell, suppose that every event were the pair of part (d). At a rough density of 47 atoms per nm³ the cell holds 47000 atoms. In a classical harmonic crystal each atom stores \(3k\) of heat capacity, half kinetic and half potential. One plain exchange would then warm the cell by

\[
\frac{0.195\ \text{eV}}{3\times47000\,k}\approx0.016\ \text{K}.
\]

With 2000 events per nanosecond this is 32 K/ns. In one nanosecond the spurious heating would exceed the 7 K difference that the simulation is meant to establish. Each event would also change the velocity of the cell, taken as half Si and half Ge, by 0.016 m/s.

A thermostat could hold the mean temperature down, but the exchange events do not record how much energy it removes, or where. Moreover, the hot atom's gain and the cold atom's loss differ by \(\Delta K\) in each event. The flux could then no longer be read from the events alone. Reflection avoids this, because what one slab gains is what the other loses. The remaining values are listed in the numerical output.

## Computed results

```
Si mass, Ge mass: 28.09, 72.63 u
reduced mass: 20.256 u
temperature, kT: 300 K, 0.02585 eV
Si velocity before: (900.0, 200.0, -100.0) m/s
Ge velocity before: (100.0, -50.0, 50.0) m/s
centre-of-mass velocity: (323.1, 19.7, 8.2) m/s
relative velocity: (800.0, 250.0, -150.0) m/s
Si velocity after reflection: (-253.8, -160.6, 116.3) m/s
Ge velocity after reflection: (546.2, 89.4, -33.7) m/s
Si kinetic energy before, after: 0.12519, 0.01510 eV
Ge kinetic energy before, after: 0.00565, 0.11574 eV
pair kinetic energy: 0.13083 eV
energy moved to hot slab: 0.11009 eV = 1.7638e-20 J
plain exchange, momentum error: (35632.0, 11135.0, -6681.0) u m/s
plain exchange, energy error: 0.19504 eV
counterexample Si, Ge before: 400.0, -200.0 m/s
counterexample Si, Ge after: -465.3, 134.7 m/s
counterexample Si energy before: 0.02329 eV
counterexample Ge energy before: 0.01506 eV
counterexample energy to hot slab: -0.00823 eV
cell side, length: 5, 40 nm
rough atom density: 47 per nm^3
atoms in cell: 47000
exchange interval: 0.5 ps
heat flux on each side: 7.055e+08 W/m^2
rough assumed conductivity: 2.0 W/(m K)
temperature gradient: 0.353 K/nm
hot-to-cold temperature drop: 7.06 K
plain exchange, cell heating rate: 32.1 K/ns
plain exchange, cell velocity kick: 0.0160 m/s
rough optical frequency: 15 THz
optical quantum / kT: 2.400 (no unit)
quantum/classical mode heat capacity: 0.632 (no unit)
time step: 1 fs
relative energy ripple of mode: 0.00222 (no unit)
rough phonon mean free path: 200 nm
free path / slab distance: 10.0 (no unit)
energy kick / kT: 4.26 (no unit)
chain atoms, atoms per slab: 64, 8
chain reflection attempts, skipped: 200, 0
chain reflection, relative energy drift: 3.16e-05
chain reflection, final momentum: -8.3e-14 reduced
chain pumped energy: 28.789 reduced
chain outflow / pumped energy: 0.9726 (no unit)
chain kT hot, cold: 0.3415, 0.0918 reduced
chain plain exchanges: 40
chain plain, relative energy drift: 0.253 (no unit)
chain plain, energy rise: 2.813 reduced
chain plain, summed energy formula: 2.813 reduced
chain plain, final momentum: 2.016 reduced
```
